\section*{Reconstructing a Star-Shaped Fermi Surface from Its Central Areas}

\section{Definitions and conventions}

Let one closed sheet of a Fermi surface have inversion symmetry about a point, taken as the origin of $\mathbf k$. The sheet is assumed star-shaped: every ray from the origin, with unit vector $\mathbf u$, meets it once, at distance $k(\mathbf u)>0$. Let $A(\mathbf n)$ be the area enclosed by the sheet in the plane through the origin normal to the unit vector $\mathbf n$. The magnetic field points along $\mathbf n$.

Both functions are expanded in the same orthonormal spherical harmonics, $\int Y_{lm}^*Y_{l'm'}\,d\Omega=\delta_{ll'}\delta_{mm'}$:
\begin{equation}
k^2(\mathbf u)=\sum_{lm}(k^2)_{lm}Y_{lm}(\mathbf u),\qquad
A(\mathbf n)=\sum_{lm}A_{lm}Y_{lm}(\mathbf n).
\end{equation}
With $P_l$ the Legendre polynomial, the result to be derived is
\begin{equation}
A_{lm}=\pi P_l(0)\,(k^2)_{lm}. \label{main}
\end{equation}
It can be inverted for even $l$. Lengths are in nm, energies in eV and fields in tesla; the electron charge is $-e$, with $e>0$.

\section{From oscillation frequency to area}

In the semiclassical one-band description, $\hbar\mathbf k$ becomes the kinetic momentum $\mathbf p+e\mathbf A_{\rm vec}$, where $\mathbf A_{\rm vec}$ is the vector potential. For a field $B$ along $z$,
\begin{equation}
[k_x,k_y]=-\frac{ieB}{\hbar}=-\frac{i}{\ell^2},\qquad \ell^2=\frac{\hbar}{eB}.
\end{equation}
Hence $Q=\ell k_y$ and $P=\ell k_x$ satisfy $[Q,P]=i$. The Bohr--Sommerfeld rule $\oint P\,dQ=2\pi(\nu+\gamma)$, with integer $\nu$ and a constant $\gamma$, gives the orbit area
\begin{equation}
A=\frac{2\pi eB}{\hbar}(\nu+\gamma).
\end{equation}
This is a large-$\nu$ statement. As a test, the levels $\nu=20$ and $21$ of $(q^2+p^2)/2+0.02(q^4+p^4)$ with $[q,p]=i$ were found by diagonalization; their classical areas differ by $0.99987\times2\pi$.

At fixed Fermi energy, successive levels cross it at values of $1/B$ spaced by $2\pi e/(\hbar A)$. The frequency in $1/B$ is the inverse spacing,
\begin{equation}
F=\frac{\hbar A}{2\pi e}. \label{onsager}
\end{equation}

In three dimensions each plane $\mathbf n\cdot\mathbf k=h$ contributes an oscillation of phase $\hbar A(h)/(eB)$. When this phase is large, contributions from neighbouring $h$ cancel except where $dA/dh=0$. Inversion maps the section at $h$ onto the one at $-h$ without changing its area, so $A(h)=A(-h)$. For a smooth section area this gives $dA/dh=0$ at $h=0$: the central area is observable.

It need not be the largest area, nor the only extremal one. Take the surface of revolution $\rho^2=0.3+z^2-z^4$ in model units. With $z=rc$ and $\rho^2=r^2(1-c^2)$, where $c$ is the cosine of the polar angle,
\begin{equation}
c^4r^4+(1-2c^2)r^2-0.3=0 .
\end{equation}
For $c\ne0$ the two roots in $r^2$ have the negative product $-0.3/c^4$, so one is positive; for $c=0$ the single root is $0.3$. The surface is therefore star-shaped. Yet for a field along $z$ its central area $0.3\pi$ is a minimum, and two maxima of area $0.55\pi$, larger by a factor 1.83, lie at $z=\pm1/\sqrt2$. In such a case the central branch must be identified before the inversion is applied.

\section{The area is linear in the squared radius}

Let $\varphi$ be the angle in the central plane normal to $\mathbf n$. Each ray in this plane meets the sheet once, and a sector of angle $d\varphi$ has area $\tfrac12k^2d\varphi$. Thus
\begin{equation}
A(\mathbf n)=\frac12\oint_{\mathbf u\perp\mathbf n}k^2(\mathbf u)\,d\varphi. \label{area}
\end{equation}
This linearity is the reason for expanding $k^2$ rather than $k$; no assumption of weak anisotropy has entered. The area for field direction $\mathbf n$ contains the radii perpendicular to $\mathbf n$, and says nothing by itself about the radius along $\mathbf n$.

\section{Great-circle integral of a harmonic}

The harmonics of degree $l$ are the homogeneous polynomials of degree $l$ annihilated by the Laplacian, restricted to the unit sphere. A rotation preserves degree and Laplacian, so for a rotation $R$
\begin{equation}
Y_{lm}(R\mathbf u')=\sum_{m'}D_{mm'}Y_{lm'}(\mathbf u').
\end{equation}
Choose $R$ to carry $\hat{\mathbf z}$ into $\mathbf n$. It then carries the equator into the great circle normal to $\mathbf n$, so
\begin{equation}
\oint_{\mathbf u\perp\mathbf n}Y_{lm}\,d\varphi
=\sum_{m'}D_{mm'}\int_0^{2\pi}Y_{lm'}(\pi/2,\varphi')\,d\varphi'.
\end{equation}
Since $Y_{lm'}\propto e^{im'\varphi'}$, only $m'=0$ survives. Write $Y_{l0}=N_lP_l(\cos\theta)$. On the equator $\cos\theta=0$, and the integral becomes $2\pi D_{m0}N_lP_l(0)$.

To eliminate $D_{m0}$, evaluate the rotation formula at $\mathbf u'=\hat{\mathbf z}$. There the harmonics with $m'\ne0$ vanish and $P_l(1)=1$, so $Y_{lm}(\mathbf n)=D_{m0}N_l$. Therefore
\begin{equation}
\oint_{\mathbf u\perp\mathbf n}Y_{lm}(\mathbf u)\,d\varphi=2\pi P_l(0)Y_{lm}(\mathbf n). \label{circle}
\end{equation}
Inserting the expansion of $k^2$ into \eqref{area} and using \eqref{circle},
\begin{equation}
A(\mathbf n)=\frac12\sum_{lm}(k^2)_{lm}\,2\pi P_l(0)Y_{lm}(\mathbf n).
\end{equation}
Orthonormality allows coefficients to be compared, which proves \eqref{main}.

\section{The factor $P_l(0)$ and the inversion}

The generating function $\sum_l t^lP_l(x)=(1-2xt+t^2)^{-1/2}$ at $x=0$ is
\begin{equation}
(1+t^2)^{-1/2}=\sum_{j\ge0}(-1)^j\frac{(2j-1)!!}{(2j)!!}\,t^{2j},
\end{equation}
with $(-1)!!=0!!=1$. Hence $P_l(0)=0$ for odd $l$, and for even $l$
\begin{equation}
P_l(0)=(-1)^{l/2}\frac{(l-1)!!}{l!!}\neq0 .
\end{equation}
The first values are $1,-\tfrac12,\tfrac38,-\tfrac5{16}$ for $l=0,2,4,6$.

Because $Y_{lm}(-\mathbf u)=(-1)^lY_{lm}(\mathbf u)$, inversion symmetry sets every odd coefficient of $k^2$ to zero. All that remains is even, and
\begin{equation}
k^2(\mathbf u)=\sum_{l\ {\rm even}}\sum_m\frac{A_{lm}}{\pi P_l(0)}Y_{lm}(\mathbf u),\quad
A_{lm}=\int Y_{lm}^*A\,d\Omega. \label{inverse}
\end{equation}
The positive square root gives $k(\mathbf u)$. Central areas for all directions thus determine the sheet uniquely. Without inversion symmetry two things fail: the odd part of $k^2$ leaves no trace in sections through the origin, and those sections need not be extremal.

Two limits fix the signs. For a sphere only $l=0$ is present and $A=\pi k^2$. For $k^2=k_0^2[1+\varepsilon P_2(\cos\theta)]$, equation \eqref{main} gives
\begin{equation}
A(\mathbf n)=\pi k_0^2\left[1-\tfrac{\varepsilon}{2}P_2(\cos\theta_n)\right].
\end{equation}
For a field along $z$ this is $\pi k_0^2(1-\varepsilon/2)$. Directly, the equator is a circle of squared radius $k_0^2[1+\varepsilon P_2(0)]=k_0^2(1-\varepsilon/2)$, in agreement. A sheet elongated along $z$ ($\varepsilon>0$) has its smallest central area for the field along $z$, hence the negative factor.

\section{Stability against noise}

With $l=2j$, the modulus is $|P_l(0)|=(2j)!/(4^jj!^2)$. Stirling's formula gives, for large $l$,
\begin{equation}
|P_l(0)|\simeq\frac1{\sqrt{\pi j}}=\sqrt{\frac{2}{\pi l}} .
\end{equation}
Averaging over a great circle weakens fine structure, and the inversion must amplify it by about $\sqrt{\pi l/2}$. This growth is slow, but the number of coefficients also grows.

Suppose $A$ is measured in $N$ directions spread evenly over a hemisphere, with independent errors $\epsilon_i$ of standard deviation $\sigma$. For even functions a sphere integral is $(4\pi/N)$ times the sum over these points, so
\begin{equation}
\delta A_{lm}=\frac{4\pi}{N}\sum_iY_{lm}^*(\mathbf n_i)\epsilon_i .
\end{equation}
Since $\sum_i|Y_{lm}(\mathbf n_i)|^2\simeq N/4\pi$, the variance is
\begin{equation}
\langle|\delta A_{lm}|^2\rangle\simeq
\left(\frac{4\pi}{N}\right)^2\sigma^2\frac{N}{4\pi}=\frac{4\pi\sigma^2}{N}.
\end{equation}
Divide by $\pi^2P_l(0)^2$, sum over the $2l+1$ values of $m$ and over even $l\le L$, and divide by $4\pi$. The mean square error of $k^2$ over the sphere is
\begin{equation}
\langle(\delta k^2)^2\rangle\simeq\frac{\sigma^2}{\pi^2N}\sum_{l\ {\rm even}}^{L}\frac{2l+1}{P_l(0)^2}.
\end{equation}
For a nearly spherical sheet of radius $k_0$, set $\sigma=\eta\pi k_0^2$ and $\delta k=\delta(k^2)/(2k_0)$:
\begin{equation}
\frac{\delta k_{\rm rms}}{k_0}\simeq\frac{\eta}{2}
\left[\frac1N\sum_{l\ {\rm even}}^{L}\frac{2l+1}{P_l(0)^2}\right]^{1/2}. \label{noise}
\end{equation}
For large $L$ the summand approaches $\pi l^2$ and the sum $\pi L^3/6$, so the error grows as $L^{3/2}$. Raising $L$ reduces the truncation error but admits more noise. The estimate requires evenly spread directions and a number of coefficients, $(L+1)(L+2)/2$, well below $N$. For $N=576$ a least-squares fit on an even grid exceeds it by 14\% at $L=30$, and a fit on randomly chosen directions exceeds it by about 5\% at $L=8$ and 20\% at $L=16$.

\section{Worked example: a weakly warped alkali-metal surface}

Consider a bcc metal with one electron per atom, lattice constant $a=0.56$ nm and a single pseudopotential coefficient $V_{110}=0.20$ eV. Thirteen plane waves are kept: $\mathbf G=0$ and the twelve $\{110\}$ vectors. The Hamiltonian has $\hbar^2|\mathbf k+\mathbf G|^2/2m_e$ on its diagonal and $V_{110}$ between waves whose $\mathbf G$ differ by a $\{110\}$ vector.

The cubic cell holds two electrons, and $\mathbf k$ space holds $2/(2\pi)^3$ states per unit volume, spin included. The enclosed volume must be
\begin{equation}
\frac13\int k^3d\Omega=\frac{(2\pi)^3}{2}\,\frac{2}{a^3}=\left(\frac{2\pi}{a}\right)^3 .
\end{equation}
A sphere of this volume has radius $6.960\ {\rm nm}^{-1}$. For the warped band the condition gives a Fermi energy of 1.779 eV above the mean potential.

For $\mathbf n$ along $[123]$ the central area is $152.214\ {\rm nm}^{-2}$, and at $h=\pm0.5\ {\rm nm}^{-1}$ it is $151.429\ {\rm nm}^{-2}$. The loss of 0.785 is close to the value $\pi h^2$ of a sphere.

Areas were computed for 576 directions on a hemisphere and inverted with \eqref{inverse} up to $L=16$. For $[100]$, equation \eqref{onsager} reads
\begin{equation}
F=\frac{(1.0546\times10^{-34})(1.52178\times10^{20})}{2\pi(1.6022\times10^{-19})}\ {\rm T}=15.94\ {\rm kT}.
\end{equation}
The three symmetry directions give (radii in ${\rm nm}^{-1}$)
\begin{center}
\begin{tabular}{lcccc}
 & $F$ (kT) & $\sqrt{A/\pi}$ & $k$ rebuilt & $k$ from band\\
$[100]$ & 15.942 & 6.9599 & 6.9515 & 6.9515\\
$[110]$ & 15.939 & 6.9592 & 6.9713 & 6.9713\\
$[111]$ & 15.964 & 6.9648 & 6.9580 & 6.9580
\end{tabular}
\end{center}
The last column was found by solving for the surface along each ray, without using areas. The direction of largest radius, $[110]$, has the smallest frequency of the three.

\subsection*{Why the order changes}

Cubic invariants of even degree $l$ are symmetric polynomials in $x^2,y^2,z^2$. Subtracting the number of degree $l-2$ from that of degree $l$ counts the harmonic ones: one each for $l=0,4,6,8$ and none for $l=2$. On the unit sphere the first two nontrivial ones are
\begin{align}
H_4&=x^4+y^4+z^4-\tfrac35,\\
H_6&=x^2y^2z^2+\tfrac1{22}H_4-\tfrac1{105}.
\end{align}
Their root mean squares over the sphere are 0.1746 and 0.00679. Divided by these, their values along $[100],[110],[111]$ are $(2.29,-0.57,-1.53)$ and $(1.27,-2.07,2.27)$.

The coefficient norms of $A$ are 0.1728 for $l=4$ and 0.1697 for $l=6$, in ${\rm nm}^{-2}$. Division by $\pi|P_l(0)|$ gives
\begin{equation}
\frac{0.1728}{0.375\pi}=0.1467,\qquad \frac{0.1697}{0.3125\pi}=0.1729,
\end{equation}
the values also obtained by projecting $k^2$ directly. The rms contributions to $k^2$ are these divided by $\sqrt{4\pi}$, namely 0.0414 and 0.0488. Both amplitudes must be negative to reproduce the table: $k^2$ minus its mean is then $(-0.16,0.12,-0.05)$ from these two degrees, against $(-0.12,0.15,-0.03)$ from the full radii. The remainder belongs to $l\ge8$.

Along $[110]$ the $l=6$ term raises $k^2$ by $2.07\times0.0488=0.101$. In $A/\pi$ it is multiplied by $-0.3125$ and becomes $-0.032$, which outweighs the $l=4$ term, $0.375\times0.57\times0.0414=0.009$. The sign of $P_6(0)$ thus makes the $[110]$ area smaller than average although the $[110]$ radius is the largest.

\subsection*{Choosing the cutoff}

Take $\eta=10^{-4}$ and $N=576$ directions spread evenly over the hemisphere; a grid of 12 Gauss latitudes with 48 azimuths each, which is crowded near its axis, gives about 10\% more noise. For $L=8$ the sum in \eqref{noise} is
\begin{equation}
1+20+64+133.1+227.4=445.5,
\end{equation}
so $\delta k_{\rm rms}/k_0=\tfrac12\,10^{-4}\sqrt{445.5/576}=4.40\times10^{-5}$. A set of 400 simulated least-squares fits with random area errors gave $4.40\times10^{-5}$, in agreement within its sampling scatter of about 0.6\%. In units of $10^{-4}\ {\rm nm}^{-1}$ the two errors are
\begin{center}
\begin{tabular}{lcccc}
$L$ & 4 & 8 & 12 & 16\\
largest truncation error & 93 & 6.1 & 1.0 & 0.3\\
rms noise & 1.3 & 3.1 & 5.2 & 7.7
\end{tabular}
\end{center}
The truncation row is the largest deviation among 303 directions. The rms truncation errors are smaller, 1.7 for $L=8$ and 0.3 for $L=12$, so in the mean square $L=8$ is the better of the two, while $L=12$ removes the largest local deviation. The balance depends on the warping: for $V_{110}=0.4$ eV the truncation errors are three times larger and favour $L=12$. A cutoff of 8 to 12 is reasonable for the present model; both errors are then small beside the radius difference of $0.020\ {\rm nm}^{-1}$ between $[110]$ and $[100]$.

If cubic symmetry is imposed in the fit, $2l+1$ in \eqref{noise} is replaced by the number of invariants. For $L=8$ the sum falls to $1+7.1+10.2+13.4=31.7$, and the noise falls by $\sqrt{31.7/445.5}=0.27$, to about $0.8\times10^{-4}\ {\rm nm}^{-1}$.

The volume of the rebuilt $L=16$ surface, from noise-free areas, returns 1.000000 electrons per atom. In an experiment this count tests the absolute field scale, provided the lattice constant at the measuring temperature is known well enough, since the count scales as $a^3$: a common relative error $\delta$ in all frequencies changes $k$ by the fraction $\delta/2$ of its value and the count by the fraction $3\delta/2$, to first order in $\delta$.

\section{Conditions of measurement and the real metal}

\textbf{Orientation.} Random one-degree tilts, independent between directions, give an rms relative area error of about $3\times10^{-5}$. By \eqref{noise} with $L=8$ this produces a radius error of about $1\times10^{-4}\ {\rm nm}^{-1}$, below the $3.1\times10^{-4}\ {\rm nm}^{-1}$ caused by the assumed area noise at the same cutoff. A tilt common to all directions merely rotates the rebuilt surface.

\textbf{Temperature.} Define the cyclotron mass $m_c=(\hbar^2/2\pi)\,dA/dE$. The phase $\hbar A/(eB)$ changes with energy at the rate $2\pi m_c/(\hbar eB)$. Averaging over the thermal weight $-\partial f/\partial E$, where $f$ is the Fermi function, multiplies the amplitude by
\begin{equation}
R=\int_{-\infty}^{\infty}\frac{\cos\lambda x}{4\cosh^2(x/2)}\,dx,\qquad
\lambda=\frac{2\pi m_ck_BT}{\hbar eB}.
\end{equation}
The band gives $m_c=1.03\,m_e$ for $[100]$, hence $\lambda=0.48$ and $R=0.70$ at 1 K and 10 T. The weight is even in $x$, so to first order in energy the phase, and with it the frequency, is unchanged.

\textbf{Semiclassical regime.} At 10 T about 1590 levels of the central section lie below the Fermi energy, and $k_BT/E_F$ is $5\times10^{-5}$ at 1 K. Along $[110]$ the sheet stays $0.96\ {\rm nm}^{-1}$ from the zone face, about eight times the inverse magnetic length $1/\ell=0.12\ {\rm nm}^{-1}$. This ratio suggests that tunnelling to the neighbouring sheet is negligible; it is an estimate of scale, not a computed probability.

\textbf{Comparison with rubidium.} The lattice constant and the frequency near 16 kT are in the rough range of rubidium, whose Fermi surface is closed and nearly spherical. The value of $V_{110}$ is a round choice, so the computed warping is a property of the model and not a prediction for the metal. Using 43 plane waves instead of 13, at the same Fermi energy, changes the $[110]$--$[100]$ radius difference from 0.0199 to $0.0205\ {\rm nm}^{-1}$, or 3\%. The last digits in the table therefore belong to the 13-wave model: with 135 waves and the same electron count, the three radii move by up to $0.0004\ {\rm nm}^{-1}$, the frequencies by up to 0.0007 kT and the Fermi energy by 0.0005 eV, while the order of the three frequencies stays the same. Other pseudopotential coefficients and spin--orbit coupling are left out, and their effect on the warping is not sized here. Interactions in the real metal also raise the mass above its band value, which lowers $R$. None of these omissions alters \eqref{main}, which uses only the shape of the sheet.

The inversion itself fails when a sheet is open or has necks reaching the zone boundary, because some rays then never meet it, and when a ray meets the sheet more than once. It also needs the central frequency over the whole sphere, or over a part from which crystal symmetry generates the rest. The numerical output gives the remaining digits of the example.

\section*{Calculated quantities}
\begin{verbatim}
Lattice constant 0.56 nm; V110 0.20 eV
Free-electron Fermi radius 6.9603 1/nm
Fermi energy, zero at mean potential: 1.7793 eV
Area step per level / (2 pi), warped test: 0.99987
Dumbbell: largest/central area 1.8333, at height 0.707 (model units)
Normal [123]: central area 152.2136 1/nm^2
Normal [123]: area at height 0.5 1/nm: 151.4288 1/nm^2
Normal [100]: area by chords 152.17847 1/nm^2
[100] central area 152.17847 1/nm^2, frequency 15.9419 kT
[100] radius direct 6.95145, rebuilt L=16 6.95146, sqrt(A/pi) 6.95988 1/nm
[110] central area 152.14844 1/nm^2, frequency 15.9387 kT
[110] radius direct 6.97134, rebuilt L=16 6.97131, sqrt(A/pi) 6.95919 1/nm
[111] central area 152.39306 1/nm^2, frequency 15.9643 kT
[111] radius direct 6.95800, rebuilt L=16 6.95800, sqrt(A/pi) 6.96478 1/nm
Coefficient norms over m, in 1/nm^2:
l=0: P_l(0) +1.00000, area 539.52622, k^2 from areas 171.73653, direct 171.73653
l=2: P_l(0) -0.50000, area 0.00000, k^2 from areas 0.00000, direct 0.00000
l=4: P_l(0) +0.37500, area 0.17280, k^2 from areas 0.14667, direct 0.14667
l=6: P_l(0) -0.31250, area 0.16970, k^2 from areas 0.17285, direct 0.17285
l=8: P_l(0) +0.27344, area 0.03746, k^2 from areas 0.04360, direct 0.04360
Largest coefficient mismatch, l<=16: 3.1e-08 1/nm^2
Directions on hemisphere 576; relative area noise 1.0e-04
L=4: largest truncation error 9.3e-03 1/nm, rms noise 1.3e-04 1/nm
L=8: largest truncation error 6.1e-04 1/nm, rms noise 3.1e-04 1/nm
L=12: largest truncation error 1.0e-04 1/nm, rms noise 5.2e-04 1/nm
L=16: largest truncation error 3.0e-05 1/nm, rms noise 7.7e-04 1/nm
L=8 relative radius noise: formula 4.397e-05, simulated 4.404e-05
Electrons per atom from rebuilt surface: 1.0000000
Band cyclotron mass, field [100]: 1.0275 electron masses
Field 10.0 T, temperature 1.0 K
Thermal amplitude factor 0.7015
Thermal energy / Fermi energy 4.8e-05
Levels below Fermi energy, F/B: 1594
One-degree random tilt: rms relative area error 3.01e-05
Same tilt, L=8: rms radius error 9.2e-05 1/nm
Clearance from zone face along [110]: 0.9624 1/nm
Inverse magnetic length 0.1233 1/nm
Radius difference [110]-[100]: 13 waves 0.01989, 43 waves 0.02051 1/nm
\end{verbatim}
